**Domain variants of ordered fcc alloys: group index and direct enumeration**

The number of variants is \(N=N_{\rm or}N_{\rm tr}\), where \(N_{\rm or}=|P_G|/|P_H|\) is the ratio of the point-group orders of the disordered and ordered crystals, and \(N_{\rm tr}=[T_G:T_H]\) is the index of their translation lattices. The program applies 1536 parent operations to each decoration in a periodic box of edge \(2a\) and collects the distinct images. It asserts that their number and their division into translation classes agree with the index formula, and that the retained rotations are those preserving the ordering axis. The output gives 4 variants for L1\(_2\), 6 for L1\(_0\), 8 for L1\(_1\) and 12 for D0\(_{22}\). A separate enumeration of sublattices, which uses no rotations, is asserted to reproduce the same sets of decorations: 14 for L1\(_0\) and L1\(_1\) together, and 16 for L1\(_2\) and D0\(_{22}\) together. The boundary probabilities for two independent nuclei are asserted by counting all ordered pairs of variants. A further equiatomic pattern has 12 variants, whereas using only the operations that fix the origin site would give 24.

## Verification by program

```python
"""Domain variants of ordered fcc alloys.
Result under test: the number of variants is N = N_or * N_tr, with
N_or = |P_G|/|P_H| (point-group orders of parent and ordered crystal) and
N_tr = [T_G:T_H] (index of the translation lattices), giving
L12: 1*4 = 4, L10: 3*2 = 6, L11: 4*2 = 8, D022: 3*4 = 12.
Sites are (a/2)(n1,n2,n3), n1+n2+n3 even, in a periodic box of edge 2a.
A decoration is stored as an integer whose bits mark the B sites.
"""
from itertools import permutations, product
from fractions import Fraction
import numpy as np

BOX = 4  # box edge in units of a/2
sites = [n for n in product(range(BOX), repeat=3) if sum(n) % 2 == 0]
site_array = np.array(sites)

rotations = []
for order in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        matrix = np.zeros((3, 3), dtype=int)
        for row in range(3):
            matrix[row, order[row]] = signs[row]
        rotations.append(matrix)
identity = next(i for i, r in enumerate(rotations)
                if np.array_equal(r, np.eye(3, dtype=int)))


def encode(points):
    """Bit pattern of a set of sites, reduced into the periodic box."""
    labels = (np.asarray(points) % BOX) @ np.array([16, 4, 1])
    return sum(1 << int(k) for k in labels)


def short_vector(n):
    """Equivalent translation with components -1, 0, 1 or 2."""
    return tuple((x + 1) % BOX - 1 for x in n)


shifts = sorted((short_vector(n) for n in sites),
                key=lambda v: (sum(x * x for x in v), [-x for x in v]))

rules = {
    "L12": lambda n: all(x % 2 == 0 for x in n),
    "L10": lambda n: n[2] % 2 == 0,
    "L11": lambda n: (sum(n) // 2) % 2 == 0,
    "D022": lambda n: (2 * n[0] + n[2]) % 4 == 0,
    "A2B2 contrast": lambda n: (2 * n[0] + n[2]) % 4 in (0, 1),
}
axes = {"L12": None, "L10": (0, 0, 1), "L11": (1, 1, 1),
        "D022": (0, 0, 1), "A2B2 contrast": (0, 0, 1)}
claimed = {"L12": (1, 4), "L10": (3, 2), "L11": (4, 2),
           "D022": (3, 4), "A2B2 contrast": (3, 4)}

print("parent rotations (count):", len(rotations))
print("parent translations in box (count):", len(sites))
print("parent operations in box (count):", len(rotations) * len(sites))

variants_of = {}
for name, rule in rules.items():
    b_sites = np.array([n for n in sites if rule(n)])
    start = encode(b_sites)
    variants, point_group, kept_shifts, fixing = set(), set(), 0, 0
    for i, rotation in enumerate(rotations):
        rotated = b_sites @ rotation.T
        for shift in shifts:
            image = encode(rotated + np.array(shift))
            variants.add(image)
            if image == start:
                point_group.add(i)
                kept_shifts += (i == identity)
                fixing += (shift == (0, 0, 0))
    variants_of[name] = variants

    # Translation classes are found from the images themselves.
    class_of = {}
    class_sizes = []
    for variant in sorted(variants):
        if variant in class_of:
            continue
        occupied = np.array([n for n in sites
                             if variant >> (16*n[0] + 4*n[1] + n[2]) & 1])
        members = {encode(occupied + np.array(s)) for s in shifts}
        for member in members:
            class_of[member] = len(class_sizes)
        class_sizes.append(len(members))

    n_or = Fraction(len(rotations), len(point_group))
    n_tr = Fraction(len(sites), kept_shifts)
    assert len(variants) == n_or * n_tr
    assert len(class_sizes) == n_or
    assert all(size == n_tr for size in class_sizes)
    assert (len(class_sizes), class_sizes[0]) == claimed[name]

    # The retained rotations are those preserving the ordering axis.
    axis = axes[name]
    if axis is None:
        expected_group = set(range(len(rotations)))
    else:
        expected_group = {i for i, r in enumerate(rotations)
                          if tuple(r @ np.array(axis)) in
                          (axis, tuple(-x for x in axis))}
    assert point_group == expected_group

    # Boundary statistics from all ordered pairs of variants.
    total = len(variants) ** 2
    same = sum(u == v for u in variants for v in variants)
    antiphase = sum(u != v and class_of[u] == class_of[v]
                    for u in variants for v in variants)
    oriented = total - same - antiphase
    assert Fraction(same, total) == 1 / (n_or * n_tr)
    assert Fraction(antiphase, total) == (n_tr - 1) / (n_or * n_tr)
    assert Fraction(oriented, total) == 1 - 1 / n_or

    seen, representatives = set(), []
    for shift in shifts:
        image = encode(b_sites + np.array(shift))
        if image not in seen:
            seen.add(image)
            representatives.append(shift)

    print(f"{name}: B fraction = {len(b_sites) / len(sites):.2f}")
    print(f"  point-group order = {len(point_group)}, "
          f"sites per primitive cell = {n_tr}")
    print(f"  orientational = {len(class_sizes)}, translational = "
          f"{class_sizes[0]}, total variants = {len(variants)}")
    print("  shifts (units a/2):", representatives)
    print(f"  probabilities: same {same / total:.4f}, translational "
          f"{antiphase / total:.4f}, orientational {oriented / total:.4f}")
    if name == "A2B2 contrast":
        wrong = Fraction(len(rotations), fixing) * n_tr
        assert fixing < len(point_group) and wrong != len(variants)
        print(f"  operations fixing the origin site = {fixing}, "
              f"wrong count from them = {wrong}")

# Independent census: enumerate sublattices, using no rotations at all.
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
primitive_inverse = np.linalg.inv(primitive)


def sublattices(index):
    """All sublattices of given index, as triangular integer row bases."""
    for p, q, r in product(range(1, index + 1), repeat=3):
        if p * q * r == index:
            for b, d, e in product(range(p), range(p), range(q)):
                yield np.array([[p, 0, 0], [b, q, 0], [d, e, r]])


def belongs(vectors, basis):
    """Test which fcc vectors have integer coordinates in the sublattice."""
    coordinates = np.asarray(vectors) @ primitive_inverse @ np.linalg.inv(basis)
    return np.all(np.abs(coordinates - np.rint(coordinates)) < 1e-8, axis=-1)


def coset_decorations(bases):
    """Put B on every coset of every listed sublattice."""
    result = set()
    for basis in bases:
        assert belongs(BOX * np.eye(3), basis).all()
        for shift in sites:
            chosen = belongs(site_array - np.array(shift), basis)
            result.add(encode(site_array[chosen]))
    return result


neighbours = [v for v in product((-1, 0, 1), repeat=3)
              if sum(x * x for x in v) == 2]
index_two = list(sublattices(2))
index_four = list(sublattices(4))
separated = [m for m in index_four if not belongs(neighbours, m).any()]
two_decorations = coset_decorations(index_two)
four_decorations = coset_decorations(separated)
assert two_decorations == variants_of["L10"] | variants_of["L11"]
assert four_decorations == variants_of["L12"] | variants_of["D022"]
assert not variants_of["L10"] & variants_of["L11"]
assert not variants_of["L12"] & variants_of["D022"]

print("index-2 sublattices (count):", len(index_two))
print("their decorations, L10 plus L11 (count):", len(two_decorations))
print("index-4 sublattices (count):", len(index_four))
print("index-4 without nearest-neighbour vectors (count):", len(separated))
print("their decorations, L12 plus D022 (count):", len(four_decorations))
print("all tests passed")
```

It prints:

```
parent rotations (count): 48
parent translations in box (count): 32
parent operations in box (count): 1536
L12: B fraction = 0.25
  point-group order = 48, sites per primitive cell = 4
  orientational = 1, translational = 4, total variants = 4
  shifts (units a/2): [(0, 0, 0), (1, 1, 0), (1, 0, 1), (0, 1, 1)]
  probabilities: same 0.2500, translational 0.7500, orientational 0.0000
L10: B fraction = 0.50
  point-group order = 16, sites per primitive cell = 2
  orientational = 3, translational = 2, total variants = 6
  shifts (units a/2): [(0, 0, 0), (1, 0, 1)]
  probabilities: same 0.1667, translational 0.1667, orientational 0.6667
L11: B fraction = 0.50
  point-group order = 12, sites per primitive cell = 2
  orientational = 4, translational = 2, total variants = 8
  shifts (units a/2): [(0, 0, 0), (1, 1, 0)]
  probabilities: same 0.1250, translational 0.1250, orientational 0.7500
D022: B fraction = 0.25
  point-group order = 16, sites per primitive cell = 4
  orientational = 3, translational = 4, total variants = 12
  shifts (units a/2): [(0, 0, 0), (1, 1, 0), (1, 0, 1), (1, 0, -1)]
  probabilities: same 0.0833, translational 0.2500, orientational 0.6667
A2B2 contrast: B fraction = 0.50
  point-group order = 16, sites per primitive cell = 4
  orientational = 3, translational = 4, total variants = 12
  shifts (units a/2): [(0, 0, 0), (1, 1, 0), (1, 0, 1), (1, 0, -1)]
  probabilities: same 0.0833, translational 0.2500, orientational 0.6667
  operations fixing the origin site = 8, wrong count from them = 24
index-2 sublattices (count): 7
their decorations, L10 plus L11 (count): 14
index-4 sublattices (count): 35
index-4 without nearest-neighbour vectors (count): 4
their decorations, L12 plus D022 (count): 16
all tests passed
```
